# A signed sum of 3j symbols and the barycentre rule

## Question

I am trying to prove that, for a fixed angular momentum \(j\),

\[
\sum_{m=-j}^{j}(-1)^{j-m}\begin{pmatrix} j & j & k\\ m & -m & 0\end{pmatrix}=\sqrt{2j+1}\;\delta_{k0}.
\]

My attempt was to pair the terms \(m\) and \(-m\). Exchanging the first two columns of the symbol gives a factor \((-1)^{2j+k}\), and for odd \(k\) the two terms then cancel. For even \(k\) they are equal, so the pairing proves nothing, and I don't see what makes the sum vanish for \(k=2\).

I need the identity because it is supposed to show that any tensor perturbation leaves the barycentre (the mean energy) of a level where it was. I have two doubts about that claim. A constant added to the Hamiltonian is a tensor of rank zero, and it plainly moves the mean. I also diagonalized a p electron with

\[
H=A\,\mathbf l\cdot\mathbf s+D\left(l_z^2-\tfrac23\right),\qquad A=100\ \mathrm{cm^{-1}},\quad D=10\ \mathrm{cm^{-1}},
\]

with angular momenta in units of \(\hbar\). The second term has rank two, yet the mean of the four \(j=3/2\) states moved from 50 to about 50.08 cm⁻¹. Is the rule wrong, or am I misreading it?

## Answer

The identity is correct. The rule drawn from it needs three conditions: the perturbation has no rank-zero part, all \(2j+1\) states are counted, and the shifts are taken to first order. Your constant violates the first condition, and your diagonalization goes beyond the third.

### The phase factor is a singlet state

The missing idea for even \(k\) is that \((-1)^{j-m}\) is, up to normalization, the set of coefficients of a state with total angular momentum zero. The sum is then an overlap of two coupled states.

I use real Clebsch–Gordan coefficients with Condon–Shortley phases, and the definition

\[
\begin{pmatrix} j_1&j_2&j_3\\ m_1&m_2&m_3\end{pmatrix}
=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\,\langle j_1m_1;j_2m_2|j_3,-m_3\rangle .
\]

For \(j_1=j_2=j\), \(j_3=k\) and \(m_3=0\) the phase is \(+1\), so

\[
\begin{pmatrix} j&j&k\\ m&-m&0\end{pmatrix}=\frac{\langle jm;j\,{-m}|k0\rangle}{\sqrt{2k+1}} .
\tag{1}
\]

Here \(k\) is an integer from 0 to \(2j\). For larger \(k\) the symbol is zero, because two angular momenta \(j\) cannot couple to more than \(2j\).

Now construct the state with \(k=0\). Its total projection is zero, so

\[
|00\rangle=\sum_m c_m\,|m,-m\rangle ,\qquad c_m=\langle jm;j\,{-m}|00\rangle .
\]

A state of total angular momentum zero has no partner with projection 1, so \(J_+=J_{1+}+J_{2+}\) must annihilate it. Use

\[
J_+|j\mu\rangle=\sqrt{(j-\mu)(j+\mu+1)}\;|j,\mu+1\rangle
\]

and collect the coefficient of \(|m+1,-m\rangle\) for \(m=-j,\dots,j-1\). There are two contributions:

- \(J_{1+}\) acting on \(c_m|m,-m\rangle\) gives \(c_m\sqrt{(j-m)(j+m+1)}\).
- \(J_{2+}\) acting on \(c_{m+1}|m+1,-m-1\rangle\) has \(\mu=-m-1\), and gives \(c_{m+1}\sqrt{(j+m+1)(j-m)}\).

The square roots are equal and nonzero in this range of \(m\). Their sum must vanish, so \(c_m=-c_{m+1}\). Starting from \(m=j\), each step down changes the sign, and \(c_m=(-1)^{j-m}c_j\). Normalization requires \((2j+1)c_j^2=1\), and the phase convention makes \(c_j\) positive. Hence

\[
c_m=\frac{(-1)^{j-m}}{\sqrt{2j+1}} .
\tag{2}
\]

### The sum is an overlap

By equation (2), \((-1)^{j-m}=\sqrt{2j+1}\,c_m\). Insert this and equation (1) into your sum:

\[
\sum_m(-1)^{j-m}\begin{pmatrix} j&j&k\\ m&-m&0\end{pmatrix}
=\sqrt{\frac{2j+1}{2k+1}}\sum_m c_m\,\langle jm;j\,{-m}|k0\rangle
=\sqrt{\frac{2j+1}{2k+1}}\;\langle 00|k0\rangle .
\]

The states \(|00\rangle\) and \(|k0\rangle\) are eigenstates of the Hermitian operator \(\mathbf J^2\) with eigenvalues 0 and \(k(k+1)\). For \(k\ge1\) these differ, so the overlap is zero. For \(k=0\) the overlap is 1 and the prefactor is \(\sqrt{2j+1}\). This proves the identity for even and odd \(k\) alike.

For \(j=3/2\), the terms \((-1)^{j-m}\begin{pmatrix} j&j&k\\ m&-m&0\end{pmatrix}\), in the order \(m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\), are

- \(k=0\): 0.5000, 0.5000, 0.5000, 0.5000, with sum \(2=\sqrt4\);
- \(k=1\): 0.3873, 0.1291, −0.1291, −0.3873, with sum 0;
- \(k=2\): 0.2236, −0.2236, −0.2236, 0.2236, with sum 0;
- \(k=3\): 0.0845, −0.2535, 0.2535, −0.0845, with sum 0.

The odd rows cancel between \(m\) and \(-m\), as you found. In the row \(k=2\) the terms at \(\pm m\) are equal, and the cancellation is between \(|m|=3/2\) and \(|m|=1/2\). Reflection symmetry cannot supply that; orthogonality to the singlet does.

### From the identity to a trace

Let \(T^k_q\) be a spherical tensor of rank \(k\) with respect to \(\mathbf J\). In the normalization used here, the Wigner–Eckart theorem reads

\[
\langle jm|T^k_q|jm'\rangle=(-1)^{j-m}\begin{pmatrix} j&k&j\\ -m&q&m'\end{pmatrix}\langle j\|T^k\|j\rangle .
\]

The symbol vanishes unless \(-m+q+m'=0\), so a diagonal element, \(m'=m\), requires \(q=0\). Moving the last column to the front is a cyclic permutation, which leaves a 3j symbol unchanged:

\[
\begin{pmatrix} j&k&j\\ -m&0&m\end{pmatrix}=\begin{pmatrix} j&j&k\\ m&-m&0\end{pmatrix}.
\]

Summing the diagonal elements therefore produces your sum, and

\[
\operatorname{Tr}_j T^k_q=\delta_{k0}\,\delta_{q0}\,\sqrt{2j+1}\;\langle j\|T^0\|j\rangle .
\tag{3}
\]

The vanishing for \(k\ge1\) can be confirmed without 3j symbols. The defining commutator of a spherical tensor gives \([J_-,T^k_1]=\sqrt{k(k+1)}\,T^k_0\). Since \(J_-\) does not lead out of the level, this relation also holds between the finite matrices within it. The trace of a commutator of finite matrices is zero, so \(\operatorname{Tr}_jT^k_0=0\) whenever \(k\ge1\).

### The barycentre rule

Let a Hermitian perturbation \(V=\sum_{kq}V^k_q\), with \(V^k_q\) its component of rank \(k\), act on a level of \(2j+1\) degenerate states that is well separated from all others. Degenerate perturbation theory says that the first-order shifts \(\Delta E_i\) are the eigenvalues of the matrix of \(V\) within the level. The sum of the eigenvalues is the trace, so equation (3) gives

\[
\frac1{2j+1}\sum_i\Delta E_i=\frac{\langle j\|V^0\|j\rangle}{\sqrt{2j+1}} .
\tag{4}
\]

Ranks \(k\ge1\) may split the level, but they do not enter its mean. The scalar part shifts all states equally, by the amount on the right. That settles your first doubt: a constant is all scalar part, and it moves the barycentre by its full value.

Here is a case with several ranks at once: the potential acts within the level through its parts of rank 0, 2 and 4. Take an \(l=2\) level without spin, so that \(j=l\), in the angular potential

\[
V(\mathbf n)=V_0\,e^{\mathbf a\cdot\mathbf n}+W\,xy,\qquad \mathbf n=(x,y,z),\quad |\mathbf n|=1,
\]

with \(V_0=100\) cm⁻¹, \(W=50\) cm⁻¹ and \(\mathbf a=(0.6,0,0.8)\). If a function on the sphere is expanded in spherical harmonics, its rank-zero part is its average over the sphere. The term \(xy\) is odd under \(x\to-x\) and averages to zero. For the exponential, \(|\mathbf a|=\sqrt{0.36+0.64}=1\). With the polar axis along \(\mathbf a\) and \(u\) the cosine of the polar angle, the average is

\[
\overline V=\frac{V_0}{2}\int_{-1}^{1}e^{u}\,du=V_0\sinh 1=117.52\ \mathrm{cm^{-1}} .
\]

Diagonalizing the \(5\times5\) matrix of \(V\) gives the first-order shifts 104.43, 106.07, 117.59, 128.69 and 130.82 cm⁻¹. Their sum is 587.60 cm⁻¹, and \(587.60/5=117.52\) cm⁻¹, the spherical average. Leaving out the highest state would give a mean of 114.20 cm⁻¹, which shows why the whole level must be counted.

### Why your p electron moved

The spin–orbit term comes first. Under the total \(\mathbf j=\mathbf l+\mathbf s\), the product \(\mathbf l\cdot\mathbf s\) is a scalar, so it may shift each \(j\) level as a whole. From \(\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s\),

\[
E_j=\frac A2\left[j(j+1)-l(l+1)-s(s+1)\right],
\]

which is \(A/2=50\) cm⁻¹ for \(j=3/2\) and \(-A=-100\) cm⁻¹ for \(j=1/2\). Over all six states the trace factorizes, \(\operatorname{Tr}(\mathbf l\cdot\mathbf s)=\sum_i\operatorname{Tr}(l_i)\operatorname{Tr}(s_i)=0\), because \(\mathbf l\) and \(\mathbf s\) are rank-one tensors in their own spaces. Indeed \(4\times50+2\times(-100)=0\).

Now add the field \(F=D(l_z^2-\tfrac23)\). Since \(\mathbf l^2=2\), it equals \(\tfrac D3(3l_z^2-\mathbf l^2)\), a rank-two tensor under \(\mathbf l\). It does not contain the spin, so its commutators with \(\mathbf j\) are those with \(\mathbf l\), and it has rank two under \(\mathbf j\) as well.

To find its matrix elements, write \(|m_l,\uparrow\rangle\) and \(|m_l,\downarrow\rangle\) for the product states and start from \(|\tfrac32\tfrac32\rangle=|1,\uparrow\rangle\). Applying \(j_-=l_-+s_-\) gives \(\sqrt3\,|\tfrac32\tfrac12\rangle=\sqrt2\,|0,\uparrow\rangle+|1,\downarrow\rangle\). With the orthogonal combination,

\[
|\tfrac32\tfrac12\rangle=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle,\qquad
|\tfrac12\tfrac12\rangle=\sqrt{\tfrac23}\,|1,\downarrow\rangle-\sqrt{\tfrac13}\,|0,\uparrow\rangle .
\]

The operator \(l_z^2\) gives 1 on \(|1,\downarrow\rangle\) and 0 on \(|0,\uparrow\rangle\). Therefore

\[
\begin{aligned}
\langle\tfrac32\tfrac32|F|\tfrac32\tfrac32\rangle&=D\left(1-\tfrac23\right)=\tfrac D3,\\
\langle\tfrac32\tfrac12|F|\tfrac32\tfrac12\rangle&=D\left(\tfrac13-\tfrac23\right)=-\tfrac D3,\\
\langle\tfrac12\tfrac12|F|\tfrac12\tfrac12\rangle&=D\left(\tfrac23-\tfrac23\right)=0,\\
\langle\tfrac32\tfrac12|F|\tfrac12\tfrac12\rangle&=D\sqrt{\tfrac13}\sqrt{\tfrac23}=\tfrac{\sqrt2}{3}D .
\end{aligned}
\]

States with negative projection give the same diagonal elements and the same squared coupling, since \(l_z^2\) does not distinguish \(m_l\) from \(-m_l\). The first-order shifts in \(j=3/2\) are thus \(\pm D/3=\pm3.33\) cm⁻¹, each twice, and their mean is zero, as equation (4) requires.

The last matrix element connects the two levels, and it acts in second order. The unperturbed gap is \(A/2-(-A)=3A/2\). Each \(|m|=1/2\) state of the upper level is pushed up by

\[
\frac{2D^2/9}{3A/2}=\frac{4D^2}{27A},
\]

and its partner in the lower level is pushed down by the same amount. The \(|m|=3/2\) states have no partner in \(j=1/2\), because \(F\) conserves \(j_z\). Averaging over four upper and two lower states gives the barycentre shifts

\[
\delta_{3/2}=\frac{2\times4D^2/(27A)+2\times0}{4}=\frac{2D^2}{27A},\qquad
\delta_{1/2}=-\frac{4D^2}{27A}.
\]

For your parameters these are \(200/2700=0.074\) cm⁻¹ and \(-0.148\) cm⁻¹. Full diagonalization gives 0.076 and −0.151 cm⁻¹, so the 0.08 cm⁻¹ you saw is this effect. The remaining difference, about 2% of the second-order value, arises mainly because the first-order shift \(-D/3\) narrows the gap between the coupled states from 150 to 146.67 cm⁻¹, and \(150/146.67=1.023\).

This agrees with equation (4) once it is applied to the right operator. The second-order effective operator within \(j=3/2\) has the eigenvalues \(4D^2/(27A)\), twice, and 0, twice. Its trace is not zero, so by equation (3) it has a scalar part, although \(F\) itself has none.

The mean of all six states does not move for any \(D\) in this model. The trace of \(\mathbf l\cdot\mathbf s\) vanishes, and \(\operatorname{Tr}F=2D\left(1+0+1-3\times\tfrac23\right)=0\), where the factor 2 counts the spin states. What one level gains, the other loses: \(4\,\delta_{3/2}+2\,\delta_{1/2}=0\). The rule for a single \(j\) level is useful while \(|D|\) is small compared with \(3A/2\); when the two are comparable, the element \(\sqrt2D/3\) mixes the \(|m|=1/2\) states of the two levels, and \(j\) becomes only an approximate label for them. The mixing angle \(\theta\) of each coupled pair obeys \(\tan2\theta=(2\sqrt2D/3)/(3A/2-D/3)\), so the weight \(\sin^2\theta\) of the other level is 21% at \(D=3A/2\) and 9% at \(D=-3A/2\), where the first-order shift widens the gap. The \(|m|=3/2\) states remain pure \(j=3/2\) for any \(D\).

The numerical check that accompanies this answer tests the sum rule for all \(j\) from 0 to 9/2, with coupled states obtained by diagonalizing \(\mathbf J^2\), as well as both examples.

## Computed values

```
Sum rule, j = 0 to 9/2: largest error below 1e-10: True
Terms (-1)^(j-m) (j j k; m -m 0), j = 3/2, m = 3/2, 1/2, -1/2, -3/2:
  k = 0: 0.500000  0.500000  0.500000  0.500000 ; sum = 2.000000
  k = 1: 0.387298  0.129099  -0.129099  -0.387298 ; sum = 0.000000
  k = 2: 0.223607  -0.223607  -0.223607  0.223607 ; sum = 0.000000
  k = 3: 0.084515  -0.253546  0.253546  -0.084515 ; sum = 0.000000
l = 2 level in V = V0 exp(a.n) + W x y
  V0 = 100.0 cm^-1, W = 50.0 cm^-1
  a = (0.6  0.0  0.8), dimensionless
  five first-order shifts: 104.4329  106.0695  117.5878  128.6907  130.8197 cm^-1
  sum of shifts: 587.6006 cm^-1
  mean of shifts: 117.5201 cm^-1
  spherical average of V: 117.5201 cm^-1
  mean without the highest state: 114.1952 cm^-1
p electron, H = A l.s + D (lz^2 - 2/3)
  A = 100.0 cm^-1, D = 10.0 cm^-1
  D = 0, j = 1/2 level (2 states): -100.0000 cm^-1
  D = 0, j = 3/2 level (4 states): 50.0000 cm^-1
  weighted sum over both levels: 0.0000 cm^-1
  first-order shifts, j = 3/2: -3.3333  -3.3333  3.3333  3.3333 cm^-1
  their mean: 0.0000 cm^-1
  squared coupling to j = 1/2: 22.2222 cm^-2
  six levels of full H: -100.1514  -100.1514  46.8180  46.8180  53.3333  53.3333 cm^-1
  sum of the six levels: 0.0000 cm^-1
  barycentre shift j = 3/2, full H: 0.0757 cm^-1
  same, second order 2D^2/(27A): 0.0741 cm^-1
  barycentre shift j = 1/2, full H: -0.1514 cm^-1
  same, second order -4D^2/(27A): -0.1481 cm^-1
```
